# Mean-square displacement of a tagged particle in a one-dimensional exclusion gas: a numerical check

```python
# Result under test: in a one-dimensional exclusion gas in equilibrium the
# tagged particle obeys, at long times,
#     <X^2> = 2 a ((1 - c)/c) sqrt(D t / pi).
# a: site spacing, c: occupancy, D = Gamma a^2: diffusivity of a lone particle,
# Gamma: hop rate per direction, t: time, X: displacement of the tagged particle.
# Q: net number of particles carried over the central bond, Y: free lattice walk.
# Averages run over hops and over the random equilibrium starting arrangement.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import ive


def mean_abs_walk(hops):
    """E|Y| of a free walk; hops = Gamma t."""
    z = 2 * hops
    return z * (ive(0, z) + ive(1, z))


def asymptote(c, hops):
    """Claimed long-time <X^2>/a^2."""
    return 2 * (1 - c) / c * np.sqrt(hops / np.pi)


def closed_laplacian(n):
    """Generator of one walker on n sites with reflecting ends, Gamma = 1."""
    lap = np.zeros((n, n))
    for i in range(n - 1):
        lap[i, i] -= 1
        lap[i + 1, i + 1] -= 1
        lap[i, i + 1] += 1
        lap[i + 1, i] += 1
    return lap


# ---- 1. Full master equation of a small closed exclusion file ----
n_small, c_small, hops_small = 8, 0.3, 1.5
states = (np.arange(2**n_small)[:, None] >> np.arange(n_small)) & 1
generator = np.zeros((2**n_small, 2**n_small))
for s, occupation in enumerate(states):
    for i in range(n_small - 1):
        if occupation[i] != occupation[i + 1]:      # a hop into an empty site
            target = s ^ (1 << i) ^ (1 << (i + 1))
            generator[s, target] += 1
            generator[s, s] -= 1
transition = expm(generator * hops_small)
n_total = states.sum(axis=1)
weight = c_small**n_total * (1 - c_small)**(n_small - n_total)
half = n_small // 2
n_right = states[:, half:].sum(axis=1)
transfer = n_right[None, :] - n_right[:, None]
var_master = weight @ (transition * transfer**2).sum(axis=1)
start_master = weight @ (transition @ n_right - n_right)**2
walk = expm(closed_laplacian(n_small) * hops_small)
chi_small = c_small * (1 - c_small)
var_formula = 2 * chi_small * walk[half:, :half].sum()
response = walk[half:, :].sum(axis=0) - (np.arange(n_small) >= half)
start_formula = chi_small * np.sum(response**2)
assert np.allclose(weight @ transition, weight, atol=1e-12)
assert abs(var_master - var_formula) < 1e-10
assert abs(start_master - start_formula) < 1e-10

# ---- 2. Example inputs: rough model values for N in a W dislocation core ----
lattice_w = 0.316            # nm
spacing = np.sqrt(3) / 2 * lattice_w
temperature = 700.0          # K
attempt = 1e13               # 1/s
barrier_hop = 0.9            # eV
barrier_escape = 2.0         # eV
film = 200.0                 # nm
time = 1e-3                  # s
c_example = 0.4
kT = const.k * temperature / const.e
rate = attempt * np.exp(-barrier_hop / kT)
diffusivity = rate * spacing**2
hops_example = rate * time
msd = 2 * spacing * (1 - c_example) / c_example * np.sqrt(
    diffusivity * time / np.pi)
free_msd = 2 * diffusivity * time

# ---- 3. Free walk from the spectrum of a long closed file ----
n_file = int(round(film / spacing))
middle = n_file // 2
decay, modes = np.linalg.eigh(-closed_laplacian(n_file))
left_sum = modes[:middle].sum(axis=0)
right_sum = modes[middle:].sum(axis=0)


def file_crossing(hops):
    """Var Q / (c(1-c)) for the closed file cut at its middle."""
    return 2 * np.sum(np.exp(-decay * hops) * left_sum * right_sum)


walk_direct, walk_bessel = file_crossing(64.0), mean_abs_walk(64.0)
assert abs(walk_direct / walk_bessel - 1) < 1e-8
assert abs(mean_abs_walk(hops_example)
           / (2 * np.sqrt(hops_example / np.pi)) - 1) < 1e-3
length_ratio = file_crossing(hops_example) / mean_abs_walk(hops_example)
length_ratio_late = (file_crossing(100 * hops_example)
                     / mean_abs_walk(100 * hops_example))

# Part of the current variance left when the starting arrangement is fixed
spread = (modes * np.exp(-decay * hops_example)) @ modes[middle]
tails = np.cumsum(spread[::-1])[::-1][middle + 1:]     # P(Y >= k), k = 1, 2...
fixed_share = 1 - 2 * np.sum(tails**2) / mean_abs_walk(hops_example)
assert abs(fixed_share - 1 / np.sqrt(2)) < 0.01        # lattice sum, not integral

# ---- 4. Direct simulation, 64 replicas packed into each machine word ----
rng = np.random.default_rng(20817)
ROWS, CENTRE, WORDS = 98, 48, 768
REPLICAS = 64 * WORDS
# A bond acts an odd number of times in one sweep with probability 1/16.
SWEEP_TIME = -0.5 * np.log(1 - 2 / 16)


def random_bits(planes, rows):
    """Bits that are one with probability 2**(-planes)."""
    raw = rng.integers(0, 2**64 - 1, size=(planes, rows, WORDS),
                       dtype=np.uint64, endpoint=True)
    return np.bitwise_and.reduce(raw, axis=0)


def unpack(words):
    return np.unpackbits(words.view(np.uint8), axis=1)


def pair_probability(c, boltzmann):
    """Equilibrium probability that two neighbouring sites are both full."""
    return brentq(lambda x: x * (1 - 2 * c + x) - boltzmann * (c - x)**2, 0, c)


def simulate(c, repulsive=False, snapshots=(240, 960)):
    """Exclusion file; a repulsive pair has Boltzmann factor 1/4.
    Hops that raise the energy are then accepted with probability 1/4.
    The two end rows are frozen, which keeps equilibrium stationary."""
    pair = pair_probability(c, 0.25 if repulsive else 1.0)
    after_full, after_empty = pair / c, (c - pair) / (1 - c)
    start = np.zeros((ROWS, REPLICAS), dtype=bool)
    start[CENTRE] = True
    for step in (1, -1):
        row = CENTRE + step
        while 0 <= row < ROWS:
            chance = np.where(start[row - step], after_full, after_empty)
            start[row] = rng.random(REPLICAS) < chance
            row += step
    right_before = start[CENTRE + 1:].sum(axis=0)
    occ = np.packbits(start, axis=1).view(np.uint64)
    tag_start = np.zeros_like(start)
    tag_start[CENTRE] = True
    tag = np.packbits(tag_start, axis=1).view(np.uint64)
    results = []
    for sweep in range(1, max(snapshots) + 1):
        order = (1, 2, 3) if sweep % 2 else (3, 2, 1)
        for first in order:                  # bonds of one class do not interfere
            a = occ[first:ROWS - 2:3]
            b = occ[first + 1:ROWS - 1:3]
            move = (a ^ b) & random_bits(4, a.shape[0])
            if repulsive:
                left = occ[first - 1:ROWS - 3:3]
                right = occ[first + 2:ROWS:3]
                uphill = (a & right & ~left) | (b & left & ~right)
                move &= ~uphill | random_bits(2, a.shape[0])
            tag_a = tag[first:ROWS - 2:3]
            tag_b = tag[first + 1:ROWS - 1:3]
            tag_move = (tag_a ^ tag_b) & move
            a ^= move
            b ^= move
            tag_a ^= tag_move
            tag_b ^= tag_move
        if sweep in snapshots:
            full = unpack(occ)
            position = unpack(tag).argmax(axis=0)
            carried = full[CENTRE + 1:].sum(axis=0, dtype=int) - right_before
            count = np.cumsum(full, axis=0, dtype=np.int16)
            between = (count[position, np.arange(REPLICAS)].astype(int)
                       - count[CENTRE])
            assert np.array_equal(carried, between)    # order is conserved
            square = (position - CENTRE).astype(float)**2
            pair_now = np.mean(full[2:27] & full[3:28])
            assert abs(pair_now / pair - 1) < 0.03     # stays in equilibrium
            results.append((sweep * SWEEP_TIME, square.mean(),
                            square.std() / np.sqrt(REPLICAS)))
    return results


runs = {c: simulate(c) for c in (c_example, 0.7)}
growth = {}
for c, ((t1, m1, e1), (t2, m2, e2)) in runs.items():
    growth[c] = (m2 - m1, asymptote(c, t2) - asymptote(c, t1))
    # statistical error is near 1.3 percent; the rest allows for late transients
    assert abs(growth[c][0] / growth[c][1] - 1) < 0.06
repelled = simulate(c_example, repulsive=True)
repulsion_ratio = repelled[-1][1] / runs[c_example][-1][1]

# ---- 5. Sizes of the other neglected effects in the example ----
late_time, late_msd, late_error = runs[c_example][-1]
offset = asymptote(c_example, late_time) - late_msd
finite_time_share = offset * spacing**2 / msd
escape_rate = attempt * np.exp(-barrier_escape / kT)
atoms_involved = c_example * 2 * np.sqrt(4 * diffusivity * time) / spacing
escapes = atoms_involved * escape_rate * time
# Quantum hop rate over classical rate, equal frequency in well and at barrier
u = const.h * attempt / (const.k * temperature)
quantum_ratio = np.sinh(u / 2) / np.sin(u / 2)
flux = quad(lambda x: np.exp(-x) / (1 + np.exp(-2 * np.pi * x / u)),
            -20, 40, points=[0], limit=400)[0]
well = u * np.sum(np.exp(-u * (np.arange(400) + 0.5)))
assert abs(flux / well / quantum_ratio - 1) < 1e-6

# ---- 6. Output ----
print("TESTS")
print(f"8-site file, c: {c_small}, Gamma t: {hops_small}")
print(f"Var Q, master equation: {var_master:.8f}")
print(f"Var Q, formula: {var_formula:.8f}")
print(f"Variance of E[Q|start], master equation: {start_master:.8f}")
print(f"Variance of E[Q|start], formula: {start_formula:.8f}")
print(f"E|Y| at Gamma t = 64, spectral sum: {walk_direct:.6f}")
print(f"E|Y| at Gamma t = 64, Bessel form: {walk_bessel:.6f}")
print(f"E|Y| at Gamma t = 64, long-time form: {2*np.sqrt(64/np.pi):.6f}")
print(f"Fixed-start share of Var Q at example time: {fixed_share:.4f}")
print(f"Simulated replicas per run: {REPLICAS}")
for c, data in runs.items():
    for hops, value, error in data:
        print(f"c={c}, Gamma t={hops:.2f}: <X^2>/a^2 = {value:.3f}"
              f" +- {error:.3f}, long-time law {asymptote(c, hops):.3f}")
    print(f"c={c}: growth between times, simulated {growth[c][0]:.3f},"
          f" law {growth[c][1]:.3f}")
print("EXAMPLE")
print(f"W lattice constant (rough): {lattice_w} nm")
print(f"Site spacing a: {spacing:.4f} nm")
print(f"Temperature: {temperature:.0f} K, kT: {kT:.5f} eV")
print(f"Attempt frequency (rough): {attempt:.1e} 1/s")
print(f"Hop barrier (rough): {barrier_hop} eV")
print(f"Occupancy c: {c_example}, time: {time*1e3:.1f} ms")
print(f"Hop rate per direction Gamma: {rate:.4e} 1/s")
print(f"Gamma t: {hops_example:.1f}")
print(f"D: {diffusivity:.4e} nm^2/s = {diffusivity*1e-14:.4e} cm^2/s")
print(f"Tagged <X^2>: {msd:.3f} nm^2, rms: {np.sqrt(msd):.3f} nm")
print(f"Free <x^2>: {free_msd:.1f} nm^2, rms: {np.sqrt(free_msd):.2f} nm")
print(f"Tagged over free <x^2>: {msd/free_msd:.5f}")
print("NEGLECTED EFFECTS")
print(f"Finite-time offset (law - simulation): {offset:.3f} a^2"
      f" +- {late_error:.3f} a^2")
print(f"Offset as share of example <X^2>: {100*finite_time_share:.2f} %")
print(f"Film thickness: {film:.0f} nm, sites in file: {n_file}")
print(f"Finite/infinite file Var Q at 1 ms: 1 - {1-length_ratio:.1e}")
print(f"Finite/infinite file Var Q at 100 ms: {length_ratio_late:.4f}")
print(f"Escape barrier (rough): {barrier_escape} eV")
print(f"Escape rate per atom: {escape_rate:.3e} 1/s")
print(f"Atoms within sqrt(4Dt) on both sides: {atoms_involved:.1f}")
print(f"Expected escapes among them in 1 ms: {escapes:.2e}")
print(f"Quantum/classical hop rate: {quantum_ratio:.4f}")
print(f"Resulting factor on tagged <X^2>: {np.sqrt(quantum_ratio):.4f}")
print(f"Assumed neighbour repulsion kT ln 4: {kT*np.log(4):.4f} eV")
print(f"<X^2> with/without repulsion at Gamma t={late_time:.2f}:"
      f" {repulsion_ratio:.3f}")
print("all good")
```

Output:

```
TESTS
8-site file, c: 0.3, Gamma t: 1.5
Var Q, master equation: 0.27708350
Var Q, formula: 0.27708350
Variance of E[Q|start], master equation: 0.07654717
Variance of E[Q|start], formula: 0.07654717
E|Y| at Gamma t = 64, spectral sum: 9.018205
E|Y| at Gamma t = 64, Bessel form: 9.018205
E|Y| at Gamma t = 64, long-time form: 9.027033
Fixed-start share of Var Q at example time: 0.7071
Simulated replicas per run: 49152
c=0.4, Gamma t=16.02: <X^2>/a^2 = 6.194 +- 0.046, long-time law 6.775
c=0.4, Gamma t=64.10: <X^2>/a^2 = 13.114 +- 0.091, long-time law 13.551
c=0.4: growth between times, simulated 6.920, law 6.775
c=0.7, Gamma t=16.02: <X^2>/a^2 = 1.880 +- 0.015, long-time law 1.936
c=0.7, Gamma t=64.10: <X^2>/a^2 = 3.801 +- 0.027, long-time law 3.872
c=0.7: growth between times, simulated 1.922, law 1.936
EXAMPLE
W lattice constant (rough): 0.316 nm
Site spacing a: 0.2737 nm
Temperature: 700 K, kT: 0.06032 eV
Attempt frequency (rough): 1.0e+13 1/s
Hop barrier (rough): 0.9 eV
Occupancy c: 0.4, time: 1.0 ms
Hop rate per direction Gamma: 3.3135e+06 1/s
Gamma t: 3313.5
D: 2.4815e+05 nm^2/s = 2.4815e-09 cm^2/s
Tagged <X^2>: 7.297 nm^2, rms: 2.701 nm
Free <x^2>: 496.3 nm^2, rms: 22.28 nm
Tagged over free <x^2>: 0.01470
NEGLECTED EFFECTS
Finite-time offset (law - simulation): 0.437 a^2 +- 0.091 a^2
Offset as share of example <X^2>: 0.45 %
Film thickness: 200 nm, sites in file: 731
Finite/infinite file Var Q at 1 ms: 1 - -1.1e-12
Finite/infinite file Var Q at 100 ms: 0.5617
Escape barrier (rough): 2.0 eV
Escape rate per atom: 3.987e-02 1/s
Atoms within sqrt(4Dt) on both sides: 92.1
Expected escapes among them in 1 ms: 3.67e-03
Quantum/classical hop rate: 1.0399
Resulting factor on tagged <X^2>: 1.0198
Assumed neighbour repulsion kT ln 4: 0.0836 eV
<X^2> with/without repulsion at Gamma t=64.10: 0.678
all good
```
